# Thermal Sommerfeld factor for carrier capture by a like-charged defect: a numerical check

```python
# Result under test: thermal mean of the repulsive Coulomb Sommerfeld factor,
#   <s> = (8/sqrt(3)) x0^2 exp(-3 x0) [1 + 5/(36 x0) + ...],
#   x0 = (pi^2 theta)^(1/3), theta = Z^2 ER/kT, ER = m/(2 eps^2) hartree.
# s = 2 pi eta/(exp(2 pi eta)-1), eta = Z sqrt(ER/E), x = E/kT.
# Reduced units for radial problems: length a = eps/(Z m) bohr, hbar = m = 1,
# repulsion 1/r, so that 1/kT = 2 theta.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10      # angstrom
KB = const.k / const.e                                       # eV/K

log_step = 0.004
x_grid = np.exp(np.arange(-25.0, 6.5, log_step))


def sommerfeld(eta):
    w = 2 * np.pi * eta
    return w * np.exp(-w) / (-np.expm1(-w))


def first_term(eta):
    w = 2 * np.pi * eta
    return w * np.exp(-w)


def occupation_integral(values, fugacity=0.0):
    """Integral of sqrt(x) f(x) values dx; f is Maxwell if fugacity = 0."""
    boltz = np.exp(-x_grid)
    return log_step * np.sum(x_grid**1.5 * boltz / (1 + fugacity * boltz) * values)


def thermal_mean(theta, factor=sommerfeld, fugacity=0.0):
    values = factor(np.sqrt(theta / x_grid))
    return (occupation_integral(values, fugacity)
            / occupation_integral(np.ones_like(x_grid), fugacity))


def saddle_x(theta):
    return (np.pi**2 * theta) ** (1 / 3)


def saddle_mean(theta):
    x0 = saddle_x(theta)
    return 8 / np.sqrt(3) * x0**2 * np.exp(-3 * x0)


def activation_over_kT(theta):
    d = 1e-3
    return -(np.log(thermal_mean(theta * np.exp(d)))
             - np.log(thermal_mean(theta * np.exp(-d)))) / (2 * d)


# Sommerfeld factor from outward integration of the radial equation
for k in (0.5, 1.0, 2.0):
    r_start, r_end = 1e-4, 200.0
    sol = solve_ivp(lambda r, y: [y[1], (2 / r - k * k) * y[0]],
                    (r_start, r_end),
                    [r_start + r_start**2, 1 + 2 * r_start],
                    method="DOP853", rtol=1e-10, atol=1e-13)
    u, du = sol.y[:, -1]
    p = np.sqrt(k * k - 2 / r_end)
    dp = 1 / (r_end**2 * p)
    amplitude2 = p / k * (u**2 + ((du + dp / (2 * p) * u) / p) ** 2)
    assert abs(1 / (k * k * amplitude2) / sommerfeld(1 / k) - 1) < 1e-3
    # twice the tunnelling action; r = r_turn v^2 removes the end singularity
    r_turn = 2 / k**2
    action = quad(lambda v: 2 * r_turn * v
                  * np.sqrt(2 / (r_turn * v * v) - k * k), 0, 1)[0]
    assert abs(2 * action - 2 * np.pi / k) < 1e-6

# Saddle-point law, first correction, apparent activation, second term
for theta in (1e2, 1e3, 1e4, 1e5):
    x0 = saddle_x(theta)
    correction = (thermal_mean(theta) / saddle_mean(theta) - 1) * x0
    assert abs(correction - 5 / 36) < 0.05 / x0
    assert abs(activation_over_kT(theta) - (x0 - 2 / 3)) < 0.1 / x0
    weight = (np.sqrt(x_grid) * np.exp(-x_grid)
              * first_term(np.sqrt(theta / x_grid)))
    assert abs(x_grid[np.argmax(weight)] / x0 - 1) < 2 * log_step
    mean_x = np.sum(weight * x_grid**2) / np.sum(weight * x_grid)
    var_x = np.sum(weight * x_grid * (x_grid - mean_x)**2) / np.sum(weight * x_grid)
    assert abs(var_x / (2 * x0 / 3) - 1) < 2 / x0
theta = 30.0
x0 = saddle_x(theta)
share = 1 - thermal_mean(theta, first_term) / thermal_mean(theta)
share_law = 2 ** (1 / 3) * np.exp(-3 * x0 * (2 ** (2 / 3) - 1))
assert abs(share / share_law - 1) < 0.03

# Worked example: round parameters, rough regime of electrons in silicon
mass, eps, charge, valleys = 0.3, 12.0, 1, 6
core_radius = 3.0            # angstrom
neutral_coefficient = 1e-8   # cm3/s
defect_density = 1e14        # cm-3
field = 0.01                 # MV/cm
mass_ratio = 5.0
ER = mass / (2 * eps**2) * HARTREE
a_length = eps / (charge * mass) * BOHR


def theta_at(T):
    return charge**2 * ER / (KB * T)


# Thermal density near the origin by diagonalization, no Sommerfeld formula
core_index = 12
h = core_radius / a_length / core_index
r = h * np.arange(1, 1501)


def density_ratio(theta, screening=np.inf, index=1):
    beta = 2 * theta

    def density(potential):
        E, U = eigh_tridiagonal(1 / h**2 + potential,
                                np.full(len(r) - 1, -0.5 / h**2),
                                select="v", select_range=(0.0, 40 / beta))
        return np.exp(-beta * E) @ U[index - 1] ** 2
    return density(np.exp(-r / screening) / r) / density(np.zeros_like(r))


def contact_ratio(theta, screening=np.inf):
    return density_ratio(theta, screening) / (1 + h) ** 2   # to r = 0


core_factor, diagonal_mean = {}, {}
for T in (77, 300):
    th = theta_at(T)
    diagonal_mean[T] = contact_ratio(th)
    assert abs(diagonal_mean[T] / thermal_mean(th) - 1) < 5e-3
    core_factor[T] = density_ratio(th, index=core_index) / diagonal_mean[T]
assert abs(core_factor[77] / core_factor[300] - 1) < 0.02

# Brownian-bridge average: thermal density with a mass tensor
rng = np.random.default_rng(7)
paths, slices = 20000, 100
t = np.sin(np.pi * (np.arange(slices) + 0.5) / (2 * slices)) ** 2
dt_weight = np.pi * np.sqrt(t * (1 - t)) / slices
step_root = np.sqrt(np.diff(np.concatenate(([0.0], t, [1.0]))))
bridge2 = []
for axis in range(3):
    walk = np.cumsum(rng.standard_normal((paths, slices + 1)) * step_root, axis=1)
    bridge2.append((walk[:, :-1] - t * walk[:, -1:]) ** 2)


def bridge_mean(masses, T):
    beta = HARTREE / (KB * T)
    radius = np.sqrt(beta * sum(b / m for b, m in zip(bridge2, masses)))
    return np.mean(np.exp(-beta * charge / eps * ((1 / radius) @ dt_weight)))


T_use = 300
th = theta_at(T_use)
kT = KB * T_use
s_use = thermal_mean(th)
m_heavy = mass * mass_ratio ** (2 / 3)
m_light = mass * mass_ratio ** (-1 / 3)
s_bridge = bridge_mean((mass, mass, mass), T_use)
s_aniso = bridge_mean((m_light, m_light, m_heavy), T_use)
s_heavy = thermal_mean(th * m_heavy / mass)
s_light = thermal_mean(th * m_light / mass)
assert abs(s_bridge / s_use - 1) < 0.03      # sampling and time-slice error
assert s_heavy < s_aniso < s_light
assert abs(saddle_mean(th) / s_use - 1) < 0.12

# Screening and degeneracy
screen = {}
for n in (1e16, 1e18):
    debye = 1e10 * np.sqrt(eps * const.epsilon_0 * const.k * T_use
                           / (const.e**2 * n * 1e6))
    screen[n] = (debye, contact_ratio(th, debye / a_length) / diagonal_mean[300])
Nc = 2 * valleys * (mass * const.m_e * const.k * T_use
                    / (2 * np.pi * const.hbar**2)) ** 1.5 * 1e-6
ones = np.ones_like(x_grid)
fugacity = brentq(lambda z: z * 2 / np.sqrt(np.pi)
                  * occupation_integral(ones, z) - 1e18 / Nc, 1e-8, 10)
degenerate = thermal_mean(th, fugacity=fugacity) / s_use

x0 = saddle_x(th)
E0 = x0 * kT
turning = charge / (eps * E0 / HARTREE) * BOHR
drop = field * 1e6 * turning * 1e-8
rate = neutral_coefficient * s_use
print(f"mass {mass} m_e, permittivity {eps}, charge {charge}, valleys {valleys}")
print(f"effective Rydberg ER = {ER:.5f} eV")
print(f"Coulomb length a = {a_length:.2f} angstrom")
print(f"temperature where x0 = 1: {np.pi**2 * charge**2 * ER / KB:.0f} K")
for T in (77, 150, 300, 600):
    q = theta_at(T)
    y = saddle_x(q)
    print(f"T = {T} K: kT = {KB*T:.5f} eV, theta = {q:.4f}, x0 = {y:.4f}")
    print(f"  dominant energy {y*KB*T:.4f} eV, "
          f"rms width {KB*T*np.sqrt(2*y/3):.4f} eV")
    print(f"  bare exponential {np.exp(-3*y):.3e}, "
          f"prefactor {8/np.sqrt(3)*y*y:.2f}")
    print(f"  saddle <s> {saddle_mean(q):.4e}, "
          f"with 5/(36 x0) {saddle_mean(q)*(1+5/(36*y)):.4e}")
    print(f"  quadrature <s> {thermal_mean(q):.4e}, "
          f"saddle/quadrature {saddle_mean(q)/thermal_mean(q):.4f}")
    print(f"  activation: numerical {KB*T*activation_over_kT(q):.4f} eV, "
          f"formula {KB*T*(y-2/3):.4f} eV")
q_cold = theta_at(77)
print(f"<s>(300 K)/<s>(77 K): quadrature {s_use/thermal_mean(q_cold):.2f}, "
      f"bare exponential {np.exp(3*(saddle_x(q_cold)-x0)):.2f}")
print(f"share of terms n >= 2 at 300 K: {1-thermal_mean(th, first_term)/s_use:.4f}")
print(f"<s> by diagonalization: 77 K {diagonal_mean[77]:.4e}, "
      f"300 K {diagonal_mean[300]:.4e}")
print(f"<s> by random paths, 300 K: {s_bridge:.4e}")
print(f"core coefficient C0 = {neutral_coefficient:.1e} cm3/s")
print(f"capture coefficient at 300 K = {rate:.3e} cm3/s")
print(f"defect density = {defect_density:.1e} cm-3")
print(f"lifetime at 300 K: without repulsion "
      f"{1e6/(defect_density*neutral_coefficient):.2f} us, "
      f"with {1e6/(defect_density*rate):.1f} us")
print("Neglected effects at 300 K (factors multiply <s>):")
for n, (debye, factor) in screen.items():
    print(f"  screening at {n:.0e} cm-3: Debye length {debye:.1f} angstrom, "
          f"factor {factor:.3f}")
print(f"  degeneracy at 1e18 cm-3: Nc = {Nc:.2e} cm-3, factor {degenerate:.4f}")
print(f"  anisotropy ratio {mass_ratio:.0f}: masses {m_light:.3f}, {m_heavy:.3f} m_e")
print(f"    factor {s_aniso/s_bridge:.3f}; <s> = {s_aniso:.3e}")
print(f"    isotropic limits {s_heavy:.3e} (heavy), {s_light:.3e} (light)")
print(f"  core radius {core_radius} angstrom: factor {core_factor[300]:.3f} "
      f"(77 K: {core_factor[77]:.3f})")
print(f"  turning radius at dominant energy {turning:.2f} angstrom")
print(f"  field {field} MV/cm: drop {drop:.5f} eV, drop/kT {drop/kT:.3f}")
print("PASS")
```

Running it gives:

```
mass 0.3 m_e, permittivity 12.0, charge 1, valleys 6
effective Rydberg ER = 0.02835 eV
Coulomb length a = 21.17 angstrom
temperature where x0 = 1: 3246 K
T = 77 K: kT = 0.00664 eV, theta = 4.2718, x0 = 3.4805
  dominant energy 0.0231 eV, rms width 0.0101 eV
  bare exponential 2.920e-05, prefactor 55.95
  saddle <s> 1.6336e-03, with 5/(36 x0) 1.6988e-03
  quadrature <s> 1.7017e-03, saddle/quadrature 0.9600
  activation: numerical 0.0188 eV, formula 0.0187 eV
T = 150 K: kT = 0.01293 eV, theta = 2.1929, x0 = 2.7868
  dominant energy 0.0360 eV, rms width 0.0176 eV
  bare exponential 2.340e-04, prefactor 35.87
  saddle <s> 8.3921e-03, with 5/(36 x0) 8.8103e-03
  quadrature <s> 8.8785e-03, saddle/quadrature 0.9452
  activation: numerical 0.0278 eV, formula 0.0274 eV
T = 300 K: kT = 0.02585 eV, theta = 1.0964, x0 = 2.2119
  dominant energy 0.0572 eV, rms width 0.0314 eV
  bare exponential 1.313e-03, prefactor 22.60
  saddle <s> 2.9664e-02, with 5/(36 x0) 3.1527e-02
  quadrature <s> 3.2275e-02, saddle/quadrature 0.9191
  activation: numerical 0.0413 eV, formula 0.0399 eV
T = 600 K: kT = 0.05170 eV, theta = 0.5482, x0 = 1.7556
  dominant energy 0.0908 eV, rms width 0.0559 eV
  bare exponential 5.161e-03, prefactor 14.24
  saddle <s> 7.3462e-02, with 5/(36 x0) 7.9274e-02
  quadrature <s> 8.3799e-02, saddle/quadrature 0.8766
  activation: numerical 0.0607 eV, formula 0.0563 eV
<s>(300 K)/<s>(77 K): quadrature 18.97, bare exponential 44.96
share of terms n >= 2 at 300 K: 0.0255
<s> by diagonalization: 77 K 1.7018e-03, 300 K 3.2274e-02
<s> by random paths, 300 K: 3.2356e-02
core coefficient C0 = 1.0e-08 cm3/s
capture coefficient at 300 K = 3.227e-10 cm3/s
defect density = 1.0e+14 cm-3
lifetime at 300 K: without repulsion 1.00 us, with 31.0 us
Neglected effects at 300 K (factors multiply <s>):
  screening at 1e+16 cm-3: Debye length 414.1 angstrom, factor 1.115
  screening at 1e+18 cm-3: Debye length 41.4 angstrom, factor 2.395
  degeneracy at 1e18 cm-3: Nc = 2.47e+19 cm-3, factor 1.0104
  anisotropy ratio 5: masses 0.175, 0.877 m_e
    factor 1.218; <s> = 3.940e-02
    isotropic limits 3.664e-03 (heavy), 6.925e-02 (light)
  core radius 3.0 angstrom: factor 1.307 (77 K: 1.314)
  turning radius at dominant energy 20.99 angstrom
  field 0.01 MV/cm: drop 0.00210 eV, drop/kT 0.081
PASS
```
